# Negative weights in the 74, 230 and 266 point Lebedev rules: a program that tests the result

```python
# Result under test: among the 32 standard Lebedev rules only those with 74, 230
# and 266 points have negative weights. Overlaps stay exact within the degree of
# the rule, but beyond it positive quantities can come out negative.
# Symbols: weights sum to 1 (sphere average); p = x2y2+y2z2+z2x2, q = x2y2z2;
# L = highest harmonic in a basis; kappa = sharpness of exp(kappa*(n.u-1));
# alpha = Gaussian exponent (bohr^-2); R = separation of two Gaussians (bohr).
import itertools
import math
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.special import lpmv
from scipy.spatial.distance import cdist
from pyscf import gto
from pyscf.dft import gen_grid

ATOM = gto.M(atom="He 0 0 0", basis="sto-3g", verbose=0)


def unit_shell(n, *args, **kwargs):
    return np.array([1.0]), np.array([1.0])


def lebedev(n_points):
    """Tabulated rule: unit vectors and weights summing to one."""
    table = gen_grid.gen_atomic_grids(
        ATOM, atom_grid={"He": (1, n_points)}, radi_method=unit_shell, prune=None)
    nodes, volume = table["He"]
    return np.asarray(nodes), np.asarray(volume) / (4 * np.pi)


# --- survey of the whole family ---
sizes = [6, 14, 26, 38, 50, 74, 86, 110, 146, 170, 194, 230, 266, 302, 350, 434,
         590, 770, 974, 1202, 1454, 1730, 2030, 2354, 2702, 3074, 3470, 3890,
         4334, 4802, 5294, 5810]
rules = {n: lebedev(n) for n in sizes}
for n, (nodes, weights) in rules.items():
    assert len(weights) == n and abs(weights.sum() - 1) < 1e-10
negative_sizes = [n for n in sizes if rules[n][1].min() < 0]
assert negative_sizes == [74, 230, 266]
print("rules surveyed:", len(sizes), "; with negative weights:", negative_sizes)
for n in negative_sizes:
    w = rules[n][1]
    print(f"{n} points: negative weights {np.sum(w < 0)}, their sum "
          f"{w[w < 0].sum():.6f}, sum of |w| {np.abs(w).sum():.6f}")

# --- the 74-point rule built from exact sphere averages ---
x, y, z = sp.symbols("x y z")
p_poly = x**2*y**2 + y**2*z**2 + z**2*x**2
q_poly = x**2*y**2*z**2


def sphere_average(poly):
    total = sp.Integer(0)
    for powers, coefficient in sp.Poly(sp.expand(poly), x, y, z).terms():
        if all(k % 2 == 0 for k in powers):
            top = sp.prod([sp.factorial2(k - 1) for k in powers])
            total += coefficient * top / sp.factorial2(sum(powers) + 1)
    return total


avg_q = sphere_average(q_poly)
avg_pq = sphere_average(p_poly * q_poly)
avg_qq = sphere_average(q_poly**2)
# eliminate the two weights; a common factor (l^2-1/3)^2 cancels in the ratio
ratio = (avg_q / 27 - avg_qq) / (avg_q / 3 - avg_pq)
l2 = (3 * ratio - sp.Rational(1, 3)) / 2
m2 = 1 - 2 * l2
p_b, q_b = l2**2 + 2 * l2 * m2, l2**2 * m2
share_b = (avg_q / 3 - avg_pq) / (sp.Rational(1, 3) - p_b)
total_b = share_b / q_b
total_3 = 27 * (avg_q - share_b)
A3, B = total_3 / 8, total_b / 24
assert A3 == sp.Rational(-729, 24640) and l2 == sp.Rational(3, 13)
rest = [sphere_average(p_poly**k) - total_3 / 3**k - total_b * p_b**k
        for k in range(4)]
quarter = sp.Rational(1, 4)
p_c = (rest[3] - quarter * rest[2]) / (rest[2] - quarter * rest[1])
total_c = (rest[2] - quarter * rest[1]) / (p_c * (p_c - quarter))
total_2 = 4 * (rest[1] - total_c * p_c)
total_1 = rest[0] - total_2 - total_c
A1, A2, C = total_1 / 6, total_2 / 12, total_c / 24
a2 = (1 - sp.sqrt(1 - 4 * p_c)) / 2


def orbit(squares):
    """All sign changes and permutations of a vector with given squares."""
    base = [math.sqrt(float(s)) for s in squares]
    found = {}
    for perm in itertools.permutations(base):
        for signs in itertools.product((1, -1), repeat=3):
            v = tuple(s * c for s, c in zip(signs, perm))
            found[tuple(round(c, 10) + 0.0 for c in v)] = v
    return list(found.values())


built_nodes, built_weights = [], []
for squares, weight in [((1, 0, 0), A1), ((0.5, 0.5, 0), A2),
                        ((1/3, 1/3, 1/3), A3), ((l2, l2, m2), B),
                        ((a2, 1 - a2, 0), C)]:
    members = orbit(squares)
    built_nodes += members
    built_weights += [float(weight)] * len(members)
built_nodes, built_weights = np.array(built_nodes), np.array(built_weights)
assert len(built_weights) == 74
distance = cdist(built_nodes, rules[74][0])
partner = distance.argmin(axis=1)
assert len(set(partner)) == 74 and distance.min(axis=1).max() < 1e-9
assert np.abs(built_weights - rules[74][1][partner]).max() < 1e-10
print("averages of q, pq, q^2:", avg_q, avg_pq, avg_qq)
print("74 points: l^2 =", l2, "; A3 =", A3, f"= {float(A3):.8f}")
print("74 points: B =", B, f"= {float(B):.8f}")
print("74 points: A1 =", A1, f"= {float(A1):.8f}; A2 =", A2, f"= {float(A2):.8f}")
print("74 points: C =", C, f"= {float(C):.8f}; a^2 b^2 =", p_c,
      f"; a = {math.sqrt(float(a2)):.8f}")


# --- overlap matrices of real spherical harmonics ---
def harmonics(nodes, L):
    """Real harmonics with unit mean square, ordered by l."""
    cosine = np.clip(nodes[:, 2], -1, 1)
    phi = np.arctan2(nodes[:, 1], nodes[:, 0])
    columns = []
    for l in range(L + 1):
        columns.append(math.sqrt(2*l + 1) * lpmv(0, l, cosine))
        for m in range(1, l + 1):
            norm = math.sqrt(2 * (2*l + 1) * math.factorial(l - m)
                             / math.factorial(l + m))
            radial = norm * lpmv(m, l, cosine)
            columns += [radial * np.cos(m*phi), radial * np.sin(m*phi)]
    return np.array(columns).T


Y74 = harmonics(built_nodes, 14)
moments = built_weights @ Y74
assert np.abs(moments[1:14**2]).max() < 1e-11
assert np.abs(moments[14**2:]).max() > 1e-6
print(f"74 points: largest error for l = 14: {np.abs(moments[14**2:]).max():.5f}")

for n, degree in [(74, 13), (230, 25), (266, 27)]:
    nodes, w = rules[n]
    Y = harmonics(nodes, 22)
    exact_L = degree // 2
    first_bad = None
    for L in range(exact_L, 23):
        part = Y[:, :(L + 1)**2]
        S = part.T @ (w[:, None] * part)
        values = np.linalg.eigvalsh(S)
        count = int(np.sum(values < -1e-10))
        assert count <= np.sum(w < 0)
        if L == exact_L:
            assert np.abs(S - np.eye(len(S))).max() < 1e-9
        if count:
            first_bad = L
            break
    assert first_bad is not None
    print(f"{n} points: overlap exact to L = {exact_L}; first indefinite L = "
          f"{first_bad}, lowest eigenvalue {values[0]:.6f}, negative: {count}")

S74 = Y74.T @ (built_weights[:, None] * Y74)
rank74 = np.linalg.matrix_rank(Y74)
negative74 = int(np.sum(np.linalg.eigvalsh(S74) < -1e-10))
assert rank74 == 74 and negative74 == np.sum(built_weights < 0)
print(f"74 points, L = 14: rank {rank74}, negative eigenvalues {negative74}")
Y86 = harmonics(rules[86][0], 14)
low86 = np.linalg.eigvalsh(Y86.T @ (rules[86][1][:, None] * Y86))[0]
assert low86 > -1e-11
print("86 points, L = 14: negative eigenvalues beyond rounding:",
      int(low86 < -1e-11))


# --- positive, sharply peaked functions ---
def peak_average(rule, axis, kappa):
    nodes, w = rule
    return float(w @ np.exp(kappa * (nodes @ axis - 1)))


diagonal = np.ones(3) / math.sqrt(3)
for kappa in (5.0, 64.0):
    exact = (1 - math.exp(-2*kappa)) / (2*kappa)
    assert abs(peak_average(rules[5810], diagonal, kappa) - exact) < 1e-10
critical = {}
for n in negative_sizes:
    nodes, w = rules[n]
    for value in sorted(set(np.round(w[w < 0], 10))):
        axis = nodes[np.argmin(np.abs(w - value))]
        scan = np.geomspace(1, 1e4, 2000)
        signs = np.array([peak_average(rules[n], axis, k) for k in scan])
        assert signs[0] > 0 and signs[-1] < 0
        i = int(np.argmax(signs < 0))
        root = brentq(lambda k: peak_average(rules[n], axis, k),
                      scan[i - 1], scan[i])
        critical[n, value] = root
        members = int(np.sum(np.abs(w - value) < 1e-9))
        print(f"{n} points: weight {value:.8f} ({members} points), "
              f"critical kappa {root:.3f}")
c_near = (2*math.sqrt(3) + math.sqrt(7)) / math.sqrt(39)
estimate = math.log(3 * float(B) / abs(float(A3))) / (1 - c_near)
root74 = [v for (n, _), v in critical.items() if n == 74][0]
assert abs(estimate / root74 - 1) < 2e-3
print(f"74 points: neighbour cosine {c_near:.6f}, estimated kappa {estimate:.3f}")

# --- two s Gaussians on a single-centre grid ---
alpha, R = 1.0, 4.0
t, dt = np.polynomial.legendre.leggauss(160)
r_max = 12.0
radius, dr = r_max * (t + 1) / 2, r_max * dt / 2


def gaussian(points, centre):
    d2 = np.sum((points - centre)**2, axis=1)
    return (2*alpha/np.pi)**0.75 * np.exp(-alpha * d2)


def ball_grid(rule):
    nodes, w = rule
    points = (radius[:, None, None] * nodes[None]).reshape(-1, 3)
    volume = (4*np.pi * (radius**2 * dr)[:, None] * w[None]).ravel()
    return points, volume


def overlap(rule, centre):
    points, volume = ball_grid(rule)
    basis = np.array([gaussian(points, np.zeros(3)), gaussian(points, centre)])
    return (basis * volume) @ basis.T


centre_b = R * diagonal
s_exact = math.exp(-alpha * R**2 / 2)
exact_S = np.array([[1, s_exact], [s_exact, 1]])
print(f"alpha = {alpha} bohr^-2, R = {R} bohr, kappa at r = R: {4*alpha*R*R:.1f}")
print(f"exact overlap S12 = {s_exact:.8f}, S22 = {exact_S[1, 1]:.1f}")
results = {}
for n in (74, 86, 302, 5810):
    S = overlap(rules[n], centre_b)
    results[n] = S
    low, high = np.linalg.eigvalsh(S)
    print(f"{n} points, diagonal: S11 {S[0, 0]:.6f}, S12 {S[0, 1]:.8f}, "
          f"S22 {S[1, 1]:.6f}, eigenvalues {low:.6f} {high:.6f}")
assert np.abs(results[5810] - exact_S).max() < 1e-8
assert results[74][1, 1] < 0 and np.linalg.eigvalsh(results[74])[0] < 0
assert np.linalg.eigvalsh(results[86])[0] > 0
axis_S = overlap(rules[74], np.array([0, 0, R]))
assert axis_S[1, 1] > 0
print(f"74 points, pair along z: S22 = {axis_S[1, 1]:.6f}")

# --- same density and angular rule with a two-centre Becke partition ---
points, volume = ball_grid(rules[74])
contributions = []
for own, other in [(np.zeros(3), centre_b), (centre_b, np.zeros(3))]:
    place = points + own
    mu = (np.linalg.norm(place - own, axis=1)
          - np.linalg.norm(place - other, axis=1)) / R
    for _ in range(3):
        mu = 1.5*mu - 0.5*mu**3
    partition = (1 - mu) / 2
    contributions.append(np.sum(volume * partition * gaussian(place, centre_b)**2))
becke_norm = sum(contributions)
assert abs(becke_norm - 1) < 0.01
print(f"74 points, Becke: remote centre {contributions[0]:.8f}, "
      f"own centre {contributions[1]:.8f}, S22 {becke_norm:.8f}")
print("no test failed")
```

It prints:

```
rules surveyed: 32 ; with negative weights: [74, 230, 266]
74 points: negative weights 8, their sum -0.236688, sum of |w| 1.473377
230 points: negative weights 6, their sum -0.331358, sum of |w| 1.662717
266 points: negative weights 18, their sum -0.038155, sum of |w| 1.076311
averages of q, pq, q^2: 1/105 1/385 1/5005
74 points: l^2 = 3/13 ; A3 = -729/24640 = -0.02958604
74 points: B = 371293/13970880 = 0.02657621
74 points: A1 = 16/31185 = 0.00051307; A2 = 5504/331485 = 0.01660407
74 points: C = 4225/255717 = 0.01652217; a^2 b^2 = 6/65 ; a = 0.32077265
74 points: largest error for l = 14: 1.70865
74 points: overlap exact to L = 6; first indefinite L = 7, lowest eigenvalue -0.692308, negative: 4
230 points: overlap exact to L = 12; first indefinite L = 14, lowest eigenvalue -0.429346, negative: 2
266 points: overlap exact to L = 13; first indefinite L = 14, lowest eigenvalue -0.043955, negative: 2
74 points, L = 14: rank 74, negative eigenvalues 8
86 points, L = 14: negative eigenvalues beyond rounding: 0
74 points: weight -0.02958604 (8 points), critical kappa 45.827
230 points: weight -0.05522640 (6 points), critical kappa 136.311
266 points: weight -0.00252273 (12 points), critical kappa 321.042
266 points: weight -0.00131377 (6 points), critical kappa 243.704
74 points: neighbour cosine 0.978359, estimated kappa 45.809
alpha = 1.0 bohr^-2, R = 4.0 bohr, kappa at r = R: 64.0
exact overlap S12 = 0.00033546, S22 = 1.0
74 points, diagonal: S11 1.000000, S12 0.00032552, S22 -1.323377, eigenvalues -1.323377 1.000000
86 points, diagonal: S11 1.000000, S12 0.00033653, S22 1.594682, eigenvalues 1.000000 1.594682
302 points, diagonal: S11 1.000000, S12 0.00033546, S22 1.003892, eigenvalues 0.999971 1.003921
5810 points, diagonal: S11 1.000000, S12 0.00033546, S22 1.000000, eigenvalues 0.999665 1.000335
74 points, pair along z: S22 = 0.353584
74 points, Becke: remote centre 0.00241858, own centre 0.99798776, S22 1.00040634
no test failed
```
